# Why same-sense domain walls compress while opposite-sense walls annihilate

A calculation of a short bit in a magnetic racetrack starts from a strip magnetized along $+x$, with a reversed stretch between two domain walls. One choice in this initial state is easily left to chance: the sign of the transverse magnetization in the second wall. If it is opposite to that in the first wall, a moderate field that squeezes the bit leaves a narrow 360-degree wall. If it is equal, the bit can vanish without a barrier. A second choice follows: may the magnetization be described by one angle in the film plane, or must it be free to leave the plane? One solvable model settles both.

## The model and the two kinds of pair

Let $\mathbf m(x)$ be the unit vector along the magnetization, uniform over the cross-section of the strip. The easy axis is $x$, the film plane is $xy$, and the hard axis is $z$. The energy per cross-sectional area is

$$E=\int\left[A|\mathbf m'|^2+K(1-m_x^2)+K_h m_z^2+MB(1-m_x)\right]dx ,$$

with exchange stiffness $A$, anisotropy constants $K,K_h>0$, magnetization $M$ and a field $B\ge 0$ along $+x$. The formulas hold in any consistent units, atomic units included. I use

$$\Delta=\sqrt{A/K},\quad \kappa=\frac{K_h}{K},\quad h=\frac{MB}{2K},\quad D=\tfrac12\int(1-m_x)\,dx .$$

$D$ is the length of the reversed domain when the walls are far apart, and it remains defined when they overlap.

Suppose first that $\mathbf m$ stays in the plane, $\mathbf m=(\cos\theta,\sin\theta,0)$. Both ends point along $+x$, so

$$W=\frac1{2\pi}\int\theta'\,dx$$

is an integer. A continuous planar motion with fixed ends cannot change it.

- **Same sense:** $\theta$ runs from $0$ through $\pi$ to $2\pi$, so $W=1$. The wall centres lie at $\theta=\pi/2$ and $3\pi/2$, with $m_y=+1$ and $-1$.
- **Opposite sense:** $\theta$ rises from $0$ to near $\pi$ and returns to $0$, so $W=0$. Both wall centres have $m_y=+1$.

The uniform state has $W=0$. The second pair can therefore reach it within the plane and the first cannot. The energies show what happens on the way.

## Same sense: a repulsion without limit

Write $\psi=\theta/2$. Since $MB=2Kh$, the terms without derivatives are

$$g=K\sin^2\theta+2Kh(1-\cos\theta)=4K\sin^2\psi\,(\cos^2\psi+h).$$

Completing the square gives

$$A\theta'^2+g=(\sqrt A\,\theta'-\sqrt g)^2+2\sqrt{Ag}\,\theta'\ \ge\ 2\sqrt{Ag}\,\theta' .$$

The integral of the last term depends only on the end values $0$ and $2\pi$. With $d\theta=2\,d\psi$ and $c=\cos\psi$, every planar same-sense profile obeys

$$E\ge 8\sqrt{AK}\int_{-1}^{1}\!\sqrt{c^2+h}\,dc
=8\sqrt{AK}\left[\sqrt{1+h}+h\,\mathrm{arsinh}\frac1{\sqrt h}\right].$$

The field part of $E$ is $2Kh\cdot 2D=4KhD$. Let $U$ be the energy without it. Then $U$ is at least the right-hand side minus $4KhD$, for any $h>0$ we care to insert. Choose $h=1/\sinh^2(D/2\Delta)$, so that $\mathrm{arsinh}(1/\sqrt h)=D/2\Delta$. Because $\sqrt{AK}/\Delta=K$, the second term in the bracket becomes $4KhD$ and cancels. With $\sqrt{1+h}=\coth(D/2\Delta)$,

$$U_{\rm same}(D)=8\sqrt{AK}\,\coth\frac{D}{2\Delta}.$$

This is the least planar energy at given $D$, provided some profile reaches it. Equality requires $\sqrt A\,\theta'=\sqrt g$, or

$$\Delta^2\psi'^2=\sin^2\psi\,(\cos^2\psi+h).$$

The sum of two single walls solves this equation:

$$\theta=2\arctan e^{u+a}+2\arctan e^{u-a},\qquad u=x/w .$$

The addition rule for tangents gives $\cot\psi=-\sinh u/\cosh a$. Differentiating, and using $\cosh^2u=1+\cosh^2\!a\,\cot^2\psi$,

$$\psi'^2=\frac{\tanh^2 a}{w^2}\,\sin^2\psi\left(\cos^2\psi+\frac1{\sinh^2a}\right).$$

This matches if $w=\Delta\tanh a$ and $h=1/\sinh^2a$. Its reversed length is

$$D=\int\sin^2\psi\,dx=\Delta\int_{-1}^{1}\frac{dc}{\sqrt{c^2+h}}=2\Delta\,\mathrm{arsinh}\frac1{\sqrt h}=2\Delta a ,$$

as required. The bound is attained.

The repulsive force per area is $-dU_{\rm same}/dD=4K/\sinh^2(D/2\Delta)$. Left alone, then, same-sense walls move apart in this model; something must push them together. A field pushes with $4Kh=2MB$, and balance gives

$$D=2\Delta\,\mathrm{arsinh}\sqrt{\frac{2K/M}{B}} .$$

For $D\ll\Delta$ the energy becomes $16A/D$. This is the exchange cost of fitting a full turn into a length of order $D$. A finite field makes the 360-degree wall narrower, but in the plane it cannot remove it.

## Opposite sense: downhill to nothing

Now take the difference of the two walls,

$$\theta=2\arctan e^{u+a}-2\arctan e^{u-a},\qquad \tan\psi=\frac{\sinh a}{\cosh u}.$$

Differentiation gives $\psi'=-\sin\psi\cos\psi\tanh u/w$. Inserting $\tanh^2u=1-\tan^2\psi/\sinh^2a$,

$$\psi'^2=\frac{\coth^2a}{w^2}\,\sin^2\psi\left(\cos^2\psi-\frac1{\cosh^2a}\right).$$

With $w=\Delta\coth a$ and $q=1/\cosh^2a$ this reads $\Delta^2\psi'^2=\sin^2\psi(\cos^2\psi-q)$. It is the equilibrium equation in a field of the other sign, which balances the attraction of the walls. This balance is unstable: a slightly shorter bit collapses and a slightly longer one grows. Here the profiles serve as a path, and their energy is evaluated without any field.

Both halves of the profile contribute equally, with $c$ running between $1$ and $\sqrt q$. The reversed length is

$$D=2\Delta\int_{\sqrt q}^1\frac{dc}{\sqrt{c^2-q}}=2\Delta\,\mathrm{arcosh}\frac1{\sqrt q}=2\Delta a .$$

The energy density is $4K\sin^2\psi\,[(\cos^2\psi-q)+\cos^2\psi]$. Writing the last $\cos^2\psi$ as $(\cos^2\psi-q)+q$,

$$U_{\rm opp}=16K\Delta\int_{\sqrt q}^1\!\sqrt{c^2-q}\,dc+4KqD .$$

The first term equals $8K\Delta[\sqrt{1-q}-qa]$, and $4KqD=8K\Delta\,qa$. The terms with $qa$ cancel. Since $K\Delta=\sqrt{AK}$ and $\sqrt{1-q}=\tanh a$,

$$U_{\rm opp}(D)=8\sqrt{AK}\,\tanh\frac{D}{2\Delta}.$$

This falls steadily to zero as $D\to0$. The largest angle on the path, $\theta_{\max}=2\arccos[1/\cosh(D/2\Delta)]$, shrinks continuously to zero with it. The walls do not have to break anything: the magnetization in the middle turns back the way it came. One path with falling energy is enough to show that there is no barrier. It need not be the path that the real dynamics takes.

At large distance the two energies differ from $8\sqrt{AK}$ by $+16\sqrt{AK}\,e^{-D/\Delta}$ and $-16\sqrt{AK}\,e^{-D/\Delta}$. The interaction has equal strength and opposite sign. Where the wall tails overlap, the transverse components point against each other in one case and along each other in the other.

## How the 360-degree wall can still be lost

The integer $W$ belongs to a planar vector. On the full sphere of directions, a closed loop can be slid over a pole and contracted to a point. The hard axis makes this costly but not impossible, so the protection has a finite strength.

To find it, add a small component $m_z=\eta(x)$ and shorten the planar part by $\sqrt{1-\eta^2}$. To second order the four energy terms change by $A(\eta'^2-\theta'^2\eta^2)$, $K\cos^2\theta\,\eta^2$, $K_h\eta^2$ and $Kh\cos\theta\,\eta^2$. There is no linear term, because the energy is even in $m_z$. For the compressed wall $\Delta^2\theta'^2=\sin^2\theta+2h(1-\cos\theta)$, so the sum is $K\int\eta\,(L+\kappa)\,\eta\,dx$ with

$$L=-\Delta^2\frac{d^2}{dx^2}+\cos2\theta+3h\cos\theta-2h .$$

A rotation of the whole wall about $x$ costs nothing when $\kappa=0$. Hence $\eta=\sin\theta$ satisfies $L\eta=0$. This function changes sign at the middle of the 360-degree wall, whereas the lowest state of such an operator has no node. There must therefore be a lower eigenvalue, $-\lambda(h)<0$. The wall is stable if $\kappa>\lambda(h)$. Without a hard axis it is unstable at every $h>0$.

An estimate of $\lambda$ comes from a shift of the wall along $x$. Differentiating the planar equilibrium equation $\Delta^2\theta''=\sin\theta\cos\theta+h\sin\theta$ gives $\Delta^2\theta'''=(\cos2\theta+h\cos\theta)\theta'$, and so $L\theta'=-2h(1-\cos\theta)\theta'$. With $\theta'$ as trial function,

$$\lambda\ \ge\ 4h\,\frac{\int_0^1(1-c^2)\sqrt{c^2+h}\,dc}{\int_0^1\sqrt{c^2+h}\,dc}.$$

For small $h$ the right side tends to $2h$. For large $h$ the wall obeys $\Delta^2\theta''=h\sin\theta$, with $\cos\theta=1-2/\cosh^2u$ and $u=\sqrt h\,x/\Delta$. Then $L/h$ tends to $-d^2/du^2+1-6/\cosh^2u$. Its nodeless state $1/\cosh^2u$ has eigenvalue $-3$, so $\lambda\to3h$.

Diagonalizing $L$ gives $\lambda/h=2.06$ at $h=0.01$, $2.83$ at $h=1$ and $3.00$ at $h=1000$. At all five fields examined the ratio lies between 2 and 3. If it does so throughout, the limiting field lies between $2K_h/3M$ and $K_h/M$. It is set mainly by the hard axis.

There is also a route at low field. Let one distant wall rotate in a plane that contains $x$ and is tilted by $\varphi$ from the film. Its anisotropy constant is then $K+K_h\sin^2\varphi$, and its energy is $2\sqrt{A(K+K_h\sin^2\varphi)}\int_0^\pi\sin\theta\,d\theta=4\sqrt{A(K+K_h\sin^2\varphi)}$. Turning $\varphi$ from $0$ to $\pi$ reverses the rotation sense of this wall, after which the pair can annihilate. The cost on this path is $4\sqrt{AK}(\sqrt{1+\kappa}-1)$ per area.

## A permalloy-like strip

Take rough typical permalloy values, $A=13$ pJ/m and $M=800$ kA/m, in a strip 40 nm wide and 5 nm thick. The demagnetizing factors of the cross-section are $N_y=0.1425$ and $N_z=0.8575$. Using $m_y^2=1-m_x^2-m_z^2$, the shape energy takes the form of the model with

$$K=\tfrac12\mu_0M^2N_y=57.3\ \mathrm{kJ/m^3},\qquad \kappa=\frac{0.8575-0.1425}{0.1425}=5.02 .$$

This gives $\Delta=15.1$ nm and $2K/M=143$ mT. Two distant walls cost $8\sqrt{AK}\,S=8.62$ eV over the cross-section $S$.

| $D$ (nm) | same sense (eV) | opposite sense (eV) | $\theta_{\max}$, opposite |
|---|---|---|---|
| 60 | 8.95 | 8.30 | 149° |
| 20 | 14.8 | 5.01 | 71° |
| 10 | 26.9 | 2.76 | 37° |

A field of 50 mT compresses the same-sense pair to $D=2(15.06)\,\mathrm{arsinh}\sqrt{143.2/50}=39$ nm. At 200 mT it is still 23 nm long. Out-of-plane stability ends at $h=1.733$, which is $1.733\times143.2=248$ mT, with $D=21$ nm.

This limit was tested by letting unit vectors relax freely on the sphere, after a small push out of the plane. At 0.9 of the limiting field the 360-degree wall survived and returned to the plane. At 1.1 it disappeared into the uniform state. An opposite-sense pair relaxed to the uniform state without any field.

In the local model, reversing the sense of one distant wall costs $(8.62/2)(\sqrt{6.02}-1)=6.3$ eV on the path described, about 240 times $kT$ at 300 K. The nonlocal stray field raises this cost by roughly a tenth. Neither value applies to a compressed wall, whose barrier was not computed.

## What the stray field changes

The constants $K$ and $K_h$ treat the stray field as local. Yet the two walls carry magnetic charges of opposite sign, because the magnetization converges at one and diverges at the other. They attract over long distances, whatever their rotation senses. With the full magnetostatic energy of a strip still magnetized uniformly over its cross-section, three things follow.

- The same-sense pair needs no applied field. It binds at $D=73$ nm, where the short-range repulsion balances the attraction. Halving the mesh or doubling the box moves this by less than 0.1 nm. In the local model a field of 4.5 mT would give the same $D$.
- The opposite-sense pair still collapses. On the path above, evaluated every 10 nm, its energy falls from 11.8 eV at $D=100$ nm to 2.7 eV at 10 nm.
- In steps of 20 mT, the bound wall survives 160 mT and is lost at 180 mT. This is about 27 to 36 percent below the local value of 248 mT. On a halved mesh the wall survived 140 mT and was lost at 200 mT. The cause of the difference from the local model was not isolated.

Uniformity across the width is a further assumption. The width of 40 nm is seven times the dipolar exchange length of 5.7 nm, so some variation from edge to edge is to be expected. In wider or thicker strips, vortex walls or a reversal that starts at one edge may open routes that this model lacks. Edge roughness can pin walls of either kind. None of these effects was computed, so 160 to 180 mT is a result for the uniform cross-section and not a prediction for a device.

For the initial state, the transverse signs should therefore be set on purpose: opposite signs for a bit that must withstand compression, equal signs for one that should be erasable. A single planar angle is enough to show that the opposite-sense pair meets no energy barrier, and to describe the same-sense pair at rest well below its limiting field. Near that field the third component must be kept, since the planar continuum model preserves the 360-degree wall at any field. It must also be kept whenever the walls move. The limiting fields above are static values, and the fields used here far exceed the Walker field $\alpha K_h/M$, about 4 mT for a damping $\alpha=0.01$. In the local model, 50 mT switched on suddenly at $D=120$ nm tilts the moving walls to $|m_z|\approx0.7$ before the 360-degree wall settles near its static length. The limit under such fast switching was not determined. A planar calculation on a mesh does so only while the wall is well resolved: once it is just a few cells long, it can slip through the mesh and vanish, which is a numerical artefact. Further values are in the numerical output below.

## Table of computed values

```
exchange stiffness A = 13.0 pJ/m (rough typical)
magnetization M = 800 kA/m (rough typical)
strip width = 40 nm, thickness = 5 nm
demagnetizing factors: width 0.1425, thickness 0.8575
K = 57.3 kJ/m3, K_h = 287.5 kJ/m3, kappa = 5.019
wall parameter Delta = 15.06 nm
dipolar exchange length = 5.69 nm
field scale 2K/M = 143.2 mT
energy of two far walls 8 sqrt(AK) S = 8.618 eV
local model: D (nm), U_same (eV), U_opposite (eV), max angle opp. (deg)
    10    26.911     2.760    37.4
    20    14.836     5.007    71.0
    40     9.921     7.487   120.6
    60     8.946     8.303   148.9
   100     8.641     8.596   171.7
local model: field (mT), separation D of same-sense pair (nm)
     1    95.72
    10    61.49
    50    39.08
   100    30.55
   200    23.15
depth of out-of-plane mode divided by h:
  h = 0.01: 2.0597 (trial bound 2.0485)
  h = 0.1: 2.3357 (trial bound 2.2327)
  h = 1: 2.8316 (trial bound 2.5358)
  h = 10: 2.9804 (trial bound 2.6495)
  h = 1000: 2.9998 (trial bound 2.6665)
limit h_c = 1.7332, shift on doubled grid = 1.7e-06
limiting field, local model = 248.2 mT
upper bound from trial function = 277.6 mT
2K_h/3M = 239.6 mT, K_h/M = 359.4 mT
separation D at the limit = 21.11 nm
sense-reversal barrier of a lone wall = 6.263 eV
kT at 300 K = 0.02585 eV, barrier/kT = 242
nonlocal, zero field: bound 360-degree wall D = 73.24 nm
  its energy = 11.317 eV
  shift of D, mesh halved = +0.058 nm
  shift of D, box doubled = -0.029 nm
  shift of energy, mesh halved = +0.0023 eV
  local-model field giving the same D = 4.50 mT
nonlocal, opposite senses: energy on the closing path (eV)
  D = 10 nm: 2.721
  D = 40 nm: 8.928
  D = 70 nm: 11.238
  D = 100 nm: 11.751
nonlocal: 360-degree wall survives 160 mT, lost at 180 mT
  halved mesh agrees within one further 20 mT step on either side
```
